# Heat conductance of a phonon subband with a high cutoff: verification in Python

```python
"""
Result under test: a perfectly transmitting phonon subband with cutoff w_c
has thermal conductance
    G = (kB^2 T/h) S(x),   S(x) = integral_x^inf u^2 e^u/(e^u-1)^2 du,
and for x = hbar w_c/(kB T) >> 1
    G ~ (kB^2 T/h) (x^2 + 2x + 2) exp(-x),
with the exact value larger by a relative amount below 1/(e^x - 1).
Symbols: T bath temperature, k wavevector along the guide, w angular
frequency, v sound speed, u = hbar w/(kB T).
"""
import numpy as np
from scipy.constants import k as kB, h, hbar, pi
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spence


def kernel(u):
    """u^2 e^u/(e^u-1)^2, written so that large u cannot overflow."""
    return u**2 * np.exp(-u) / np.expm1(-u)**2


def s_quadrature(x):
    return quad(kernel, x, x + 60, epsabs=0, epsrel=1e-11, limit=300)[0]


def s_closed(x):
    """Closed form; spence(1-z) is the dilogarithm Li2(z)."""
    return (x**2 / np.expm1(x) - 2*x*np.log(-np.expm1(-x))
            + 2*spence(-np.expm1(-x)))


def s_leading(x):
    return (x**2 + 2*x + 2) * np.exp(-x)


# ---- example parameters (rough, suspended silicon nitride beam) ----
width, thickness, length = 100e-9, 60e-9, 1000e-9
speed, temp = 6000.0, 0.2
k_c = pi / width
w_c = speed * k_c
x = hbar * w_c / (kB * temp)
unit = kB**2 * temp / h
fW = 1e15

# ---- cutoff from diagonalizing the free-edge wave operator ----
cells = 400
diagonal = np.full(cells, 2.0)
diagonal[[0, -1]] = 1.0
eig = eigh_tridiagonal(diagonal, -np.ones(cells - 1), select='i',
                       select_range=(0, 2), eigvals_only=True)
numeric_cutoffs = speed * np.sqrt(np.abs(eig[1:])) * cells / width
# second-order grid error is (n pi/cells)^2/24, about 1e-5 for n = 2
assert np.allclose(numeric_cutoffs, [w_c, 2*w_c], rtol=2e-5)

# ---- closed form, massless limit and error bound ----
for y in (0.3, 1.0, 2.5, 5.0, 8.0, 12.0):
    exact = s_quadrature(y)
    assert abs(s_closed(y) / exact - 1) < 1e-8
    assert 0 < exact / s_leading(y) - 1 < 1 / np.expm1(y)
assert abs(s_closed(1e-8) - pi**2 / 3) < 1e-6


# ---- heat current from its definition, as a sum over right-movers ----
k_max = 8 * k_c
k_grid = np.linspace(-k_max, k_max, 400001)


def heat_current(dispersion, temperature):
    step = 1e-4 * k_c
    w = dispersion(k_grid)
    v_group = (dispersion(k_grid + step) - dispersion(k_grid - step)) / (2*step)
    u = hbar * w / (kB * temperature)
    occupation = np.exp(-u) / (-np.expm1(-u))
    flow = hbar * w * np.maximum(v_group, 0) * occupation
    return simpson(flow, x=k_grid) / (2*pi)


def conductance_from_current(dispersion):
    d = 1e-4 * temp
    return (heat_current(dispersion, temp + d)
            - heat_current(dispersion, temp - d)) / (2*d)


def hyperbolic(k):
    return np.sqrt(w_c**2 + (speed*k)**2)


def parabolic(k):
    return w_c * (1 + 0.5*(k/k_c)**2)


def narrow_band(k):
    return w_c * np.sqrt(1 + 0.09*np.sin(pi*k/(2*k_max))**2)


dip = 0.95


def dipped(k):
    return w_c * (dip + (1 - dip)*((k/(0.3*k_c))**2 - 1)**2)


x_top = x * np.sqrt(1.09)
s_dipped = 2*s_closed(dip*x) - s_closed(x)
for band, predicted in ((hyperbolic, s_closed(x)),
                        (parabolic, s_closed(x)),
                        (narrow_band, s_closed(x) - s_closed(x_top)),
                        (dipped, s_dipped)):
    assert abs(conductance_from_current(band) / (unit*predicted) - 1) < 1e-5

# one-way current in the large-x form
one_way = heat_current(hyperbolic, temp)
one_way_leading = (kB*temp)**2 / h * (x + 1) * np.exp(-x)
assert 0 < one_way / one_way_leading - 1 < 1 / np.expm1(x)

# logarithmic slopes; the large-x forms are off by order exp(-x)
slope_x = -x**3 / (x**2 + 2*x + 2)
slope_t = 1 - slope_x
e = 1e-3
num_x = np.log(s_quadrature(x*(1+e)) / s_quadrature(x*(1-e))) / (2*e)
num_t = np.log((1+e)*s_quadrature(x/(1+e))
               / ((1-e)*s_quadrature(x/(1-e)))) / (2*e)
assert abs(num_x / slope_x - 1) < 2e-3
assert abs(num_t / slope_t - 1) < 2e-3


# ---- abrupt contacts: massless leads joined to a guide with a cutoff ----
def transmission(k0, kc, guide_length):
    k_in = np.sqrt(np.asarray(k0**2 - kc**2, dtype=complex))
    ratio = ((np.sin(k_in*guide_length) / k_in)**2).real
    return 1 / (1 + kc**4 * ratio / (4*k0**2))


def transmission_by_matching(k0, kc, guide_length):
    """Solve continuity of field and slope at both ends; returns T, R."""
    q = np.sqrt(complex(k0**2 - kc**2))
    p = np.exp(1j*q*guide_length)
    # unknowns: reflected, two guide amplitudes, transmitted
    m = np.array([[-1, 1, 1, 0],
                  [k0, q, -q, 0],
                  [0, p, 1/p, -1],
                  [0, q*p, -q/p, -k0]], dtype=complex)
    r, _, _, t = np.linalg.solve(m, np.array([1, k0, 0, 0], dtype=complex))
    return abs(t)**2, abs(r)**2


for k0 in (0.5, 0.8, 1.05, 1.3, 2.5):
    t_num, r_num = transmission_by_matching(k0, 1.0, 3.0)
    assert abs(t_num + r_num - 1) < 1e-10
    assert abs(t_num - transmission(k0, 1.0, 3.0)) < 1e-10


def contact_integral(u_low, u_high, points):
    u = np.linspace(u_low, u_high, points)
    k0 = u * kB * temp / (hbar * speed)
    return simpson(kernel(u) * transmission(k0, k_c, length), x=u)


s_open = contact_integral(x*(1 + 1e-9), x + 45, 600001)
s_open_coarse = contact_integral(x*(1 + 1e-9), x + 45, 300001)
assert abs(s_open / s_open_coarse - 1) < 1e-4
s_tunnel = contact_integral(1e-4, x*(1 - 1e-9), 200001)

# ---- finite temperature difference ----
delta = 0.02
secant = (heat_current(hyperbolic, temp + delta/2)
          - heat_current(hyperbolic, temp - delta/2)) / delta

g_lead, g_exact = unit*s_leading(x), unit*s_closed(x)
g_quantum = unit * pi**2 / 3
x_one_percent = brentq(lambda y: s_closed(y)/s_leading(y) - 1.01, 1, 10)

print(f"beam width                         {width*1e9:.0f} nm")
print(f"beam thickness                     {thickness*1e9:.0f} nm")
print(f"beam length                        {length*1e9:.0f} nm")
print(f"shear speed (rough)                {speed:.0f} m/s")
print(f"temperature                        {temp:.2f} K")
print(f"cutoff frequency w_c/(2 pi)        {w_c/(2*pi)*1e-9:.2f} GHz")
print(f"cutoff energy over kB              {hbar*w_c/kB:.4f} K")
print(f"x                                  {x:.4f}")
print(f"exp(-x)                            {np.exp(-x):.4e}")
print(f"x^2+2x+2                           {x**2+2*x+2:.3f}")
print(f"(x^2+2x+2)exp(-x)                  {s_leading(x):.6f}")
print(f"S(x), exact                        {s_closed(x):.6f}")
print(f"kB^2 T/h                           {unit*fW:.3f} fW/K")
print(f"G, leading form                    {g_lead*fW:.4f} fW/K")
print(f"G, exact integral                  {g_exact*fW:.4f} fW/K")
print(f"relative excess of exact G         {g_exact/g_lead-1:.3e}")
print(f"bound 1/(e^x-1)                    {1/np.expm1(x):.3e}")
print(f"G from x^2 exp(-x) alone           {unit*x**2*np.exp(-x)*fW:.4f} fW/K")
print(f"conductance quantum at T           {g_quantum*fW:.2f} fW/K")
print(f"four massless channels             {4*g_quantum*fW:.1f} fW/K")
print(f"subband over four massless         {100*g_exact/(4*g_quantum):.3f} %")
print(f"share within kB T above cutoff     {100*(1-s_closed(x+1)/s_closed(x)):.1f} %")
print(f"d ln G/d ln T                      {slope_t:.3f}")
print(f"d ln G/d ln x at fixed T           {slope_x:.3f}")
print(f"x where leading form is 1 % low    {x_one_percent:.3f}")
print("table: T (K), x, G leading (fW/K), G exact (fW/K), excess (%)")
for t in (0.1, 0.2, 0.3, 0.5, 1.0):
    y = hbar*w_c/(kB*t)
    a, b = (kB**2*t/h*fW*s for s in (s_leading(y), s_closed(y)))
    print(f"  {t:.1f}  {y:7.3f}  {a:10.5f}  {b:10.5f}  {100*(b/a-1):.5f}")
print("neglected effects at the example temperature:")
print(f"G with abrupt contacts, above w_c  {unit*s_open*fW:.4f} fW/K")
print(f"mean transmission above w_c        {s_open/s_closed(x):.4f}")
print(f"G from tunnelling below w_c        {unit*s_tunnel*fW:.3e} fW/K")
print(f"G factor, speed 10 % lower         {s_closed(0.9*x)/s_closed(x):.3f}")
print(f"G factor, speed 10 % higher        {s_closed(1.1*x)/s_closed(x):.3f}")
print(f"G factor, 5 % dip away from k=0    {s_dipped/s_closed(x):.3f}")
x_thick = x*width/thickness
print(f"x of thickness shear subband       {x_thick:.3f}")
print(f"G of thickness shear subband       {unit*s_closed(x_thick)*fW:.4f} fW/K")
print(f"G of second width shear subband    {unit*s_closed(2*x)*fW:.3e} fW/K")
print(f"bath temperature difference        {delta:.2f} K")
print(f"heat flow over difference          {secant*fW:.4f} fW/K")
print(f"change from linear response        {100*(secant/g_exact-1):.2f} %")
print("done: every assertion held")
```

Running it gives:

```
beam width                         100 nm
beam thickness                     60 nm
beam length                        1000 nm
shear speed (rough)                6000 m/s
temperature                        0.20 K
cutoff frequency w_c/(2 pi)        30.00 GHz
cutoff energy over kB              1.4398 K
x                                  7.1989
exp(-x)                            7.4743e-04
x^2+2x+2                           68.221
(x^2+2x+2)exp(-x)                  0.050991
S(x), exact                        0.051024
kB^2 T/h                           57.536 fW/K
G, leading form                    2.9338 fW/K
G, exact integral                  2.9357 fW/K
relative excess of exact G         6.526e-04
bound 1/(e^x-1)                    7.480e-04
G from x^2 exp(-x) alone           2.2286 fW/K
conductance quantum at T           189.29 fW/K
four massless channels             757.1 fW/K
subband over four massless         0.388 %
share within kB T above cutoff     53.8 %
d ln G/d ln T                      6.469
d ln G/d ln x at fixed T           -5.469
x where leading form is 1 % low    4.399
table: T (K), x, G leading (fW/K), G exact (fW/K), excess (%)
  0.1   14.398     0.00383     0.00383  0.00005
  0.2    7.199     2.93382     2.93574  0.06526
  0.3    4.799    24.61585    24.78299  0.67901
  0.5    2.880   129.66071   135.23638  4.30019
  1.0    1.440   473.98609   554.68583  17.02576
neglected effects at the example temperature:
G with abrupt contacts, above w_c  2.0632 fW/K
mean transmission above w_c        0.7028
G from tunnelling below w_c        1.199e-04 fW/K
G factor, speed 10 % lower         1.716
G factor, speed 10 % higher        0.575
G factor, 5 % dip away from k=0    1.625
x of thickness shear subband       11.998
G of thickness shear subband       0.0602 fW/K
G of second width shear subband    7.653e-03 fW/K
bath temperature difference        0.02 K
heat flow over difference          2.9706 fW/K
change from linear response        1.19 %
done: every assertion held
```
